\section*{Saturation length of an electromigration void in a blocked line}

\section{Definitions and conventions}

A metal line of length $L$ and uniform cross-section $A$ lies along $0<x<L$. The electron wind pushes atoms from the cathode at $x=0$ towards the anode at $x=L$. The line is blocked: no atoms cross its ends or side walls. Stress $\sigma$ is hydrostatic and positive in tension. The force on an atom has magnitude
\begin{equation}
F=eZ\rho j ,
\end{equation}
where $e>0$ is the elementary charge, $Z>0$ the magnitude of the effective charge number, $\rho$ the resistivity and $j$ the current density. Let $\Omega$ be the atomic volume and define
\begin{equation}
G=\frac{F}{\Omega},\qquad g=\frac{GL}{B}=\frac{eZ\rho jL}{\Omega B}.
\end{equation}
$G$ is a stress gradient and $g$ is dimensionless.

The number of atoms per volume of line is $C$, with stress-free value $C_0=1/\Omega$. Surrounding material confines the line, so extra atoms compress it. The effective modulus $B$ of line and surroundings is defined by $dC/C=-d\sigma/B$. For constant $B$ this integrates to
\begin{equation}
C=C_0e^{-\sigma/B}. \label{eq:law}
\end{equation}

An atom added under tension $\sigma$ enlarges the solid by $\Omega$, and the tension does work $\Omega\sigma$. The chemical potential is therefore $\mu=\mu_0-\Omega\sigma$. With diffusivity $D$ and mobility $D/kT$, the total force $F-d\mu/dx$ gives the atomic flux
\begin{equation}
J=\frac{DC}{kT}\left(F+\Omega\frac{d\sigma}{dx}\right). \label{eq:flux}
\end{equation}
Atoms drift with the wind and towards higher tension.

A void at the cathode has volume $Al$, which defines its length $l$; its face is placed at $x=l$. The current passes the void through a conducting liner, and $j$ in the remaining metal is held fixed.

\section{The steady stress and the theorem}

\paragraph{Lemma 1 (steady stress).} At constant temperature, every steady state of the blocked line, with or without a void, has $d\sigma/dx=-G$ in the metal.

\emph{Proof.} Atom conservation reads $\partial C/\partial t=-\partial J/\partial x$. In a steady state the left side vanishes, so $J$ is uniform. It is zero at the blocked anode, hence zero throughout. Since $DC/kT>0$, the bracket in (\ref{eq:flux}) vanishes, giving $d\sigma/dx=-F/\Omega=-G$. $\Box$

\paragraph{Theorem.} Let the line be stress-free initially, and let a cathode void with a stress-free face have formed. If confinement remains elastic and no atoms leave the line, the steady void length is
\begin{equation}
\frac{l}{L}=1-\frac{\ln(1+g)}{g}. \label{eq:full}
\end{equation}
For $g\ll1$ its leading order is
\begin{equation}
l_1=\frac{GL^2}{2B}=\frac{eZ\rho jL^2}{2\Omega B}, \label{eq:leading}
\end{equation}
and for every $g>0$
\begin{equation}
0<\frac{l_1-l}{l_1}<\frac{2g}{3}. \label{eq:bound}
\end{equation}

\emph{Proof.} Lemma 1 and $\sigma(l)=0$ give $\sigma(x)=-G(x-l)$. By (\ref{eq:law}), the density is $C=C_0e^{G(x-l)/B}$. The atoms initially filled the whole length at density $C_0$; they now occupy $l<x<L$. Dividing their conserved number by $AC_0$ gives
\begin{align}
L&=\int_l^L e^{G(x-l)/B}\,dx
=\frac{B}{G}\left[e^{G(L-l)/B}-1\right].
\end{align}
Multiplying by $G/B$ and adding one gives $1+g=e^{G(L-l)/B}$. Taking the logarithm,
\begin{equation}
L-l=\frac{B}{G}\ln(1+g)=L\,\frac{\ln(1+g)}{g},
\end{equation}
which is (\ref{eq:full}).

For small $g$, $\ln(1+g)=g-g^2/2+g^3/3-\cdots$, so
\begin{equation}
\frac lL=\frac g2-\frac{g^2}{3}+\frac{g^3}{4}-\cdots. \label{eq:series}
\end{equation}
The first term is (\ref{eq:leading}). For the bounds, integrate
\begin{equation}
1-s<\frac1{1+s}<1-s+s^2\qquad(s>0)
\end{equation}
from $0$ to $g$. Both inequalities follow on multiplying by $1+s$, since $(1-s)(1+s)=1-s^2$ and $(1-s+s^2)(1+s)=1+s^3$. The result is $g-g^2/2<\ln(1+g)<g-g^2/2+g^3/3$. Inserted in (\ref{eq:full}), it gives $g/2-g^2/3<l/L<g/2$. Division by $l_1/L=g/2$ yields (\ref{eq:bound}). $\Box$

\paragraph{Remark (direct strain integral).} At leading order the void's length may be neglected in the stress profile, so $\sigma=-Gx$. The fractional excess of atoms is $-\sigma/B$, and the atoms missing from the void supply this excess:
\begin{equation}
l_1=-\frac1B\int_0^L\sigma\,dx=\frac GB\int_0^Lx\,dx=\frac{GL^2}{2B}.
\end{equation}
One factor of $L$ comes from the growing compression, the other from the length over which atoms are stored. The factor $1/2$ is the average of a linear profile. A stiffer confinement stores fewer atoms and gives a shorter void.

\section{When a void can form}

\paragraph{Lemma 2 (stress before the void).} In an initially stress-free line, to leading order in $g$, the steady stress without a void is $\sigma=G(L/2-x)$.

\emph{Proof.} Lemma 1 gives $\sigma=\sigma(0)-Gx$. The atoms still fill the length $L$, so to first order $\int_0^L\sigma\,dx=0$. Hence $\sigma(0)L-GL^2/2=0$, or $\sigma(0)=GL/2$. $\Box$

If nucleation requires tension $\sigma_c$, the steady cathode tension in such a line can reach it when
\begin{equation}
\frac{GL}{2}\ge\sigma_c
\quad\Longleftrightarrow\quad
jL\ge\frac{2\Omega\sigma_c}{eZ\rho}. \label{eq:nuc}
\end{equation}
Below this product the theorem describes a void already present, not one created by the current. Above it, the time of nucleation does not enter the final length: the proof uses the total atom number and the final profile, neither of which depends on history.

\section{Approach to saturation}

\paragraph{Proposition 1.} For $g\ll1$ and constant $D$, the slowest relaxation time after the void has formed is
\begin{equation}
\tau=\frac{4L^2}{\pi^2\kappa},\qquad \kappa=\frac{DB\Omega}{kT}.
\end{equation}

\emph{Proof.} From (\ref{eq:law}), $\partial C/\partial t\simeq-(C_0/B)\,\partial\sigma/\partial t$. In (\ref{eq:flux}), replacing the prefactor $C$ by $C_0$ gives
\begin{equation}
\frac{\partial J}{\partial x}\simeq\frac{DC_0\Omega}{kT}\frac{\partial^2\sigma}{\partial x^2}.
\end{equation}
Conservation then becomes $\partial\sigma/\partial t=\kappa\,\partial^2\sigma/\partial x^2$.

Let $u=\sigma+Gx$ be the departure from the final state. It obeys the same equation. The void face gives $u=0$ at $x=0$, and zero anode flux gives $\partial u/\partial x=0$ at $x=L$. The modes are $\sin(q_nx)$ with $q_n=(n+\tfrac12)\pi/L$, $n=0,1,\ldots$, and decay at rates $\kappa q_n^2$. The smallest rate is $\kappa\pi^2/(4L^2)=1/\tau$. $\Box$

Two limits show how the void grows.

\emph{Early growth from a stress-free line.} Suppose a void is present from the start. Near the cathode $\sigma=0$ satisfies both the equation and the face condition until the disturbance from the anode arrives. For $t\ll L^2/\kappa$ the face therefore recedes at speed $J/C_0=DF/kT$, and $l\simeq DFt/kT$.

\emph{Late growth after full stress build-up.} If the void forms in the profile of Lemma 2, then $u=GL/2$ at $t=0$. The coefficient of the slowest mode is
\begin{equation}
\frac2L\int_0^L\frac{GL}{2}\sin(q_0x)\,dx=\frac{G}{q_0},
\end{equation}
because $\cos(q_0L)=0$. Since $l=-(1/B)\int\sigma\,dx=l_1-(1/B)\int u\,dx$ and $\int_0^L\sin(q_0x)\,dx=1/q_0$,
\begin{equation}
l(t)\simeq l_1-\frac{G}{Bq_0^2}e^{-t/\tau}
=l_1\left(1-\frac{8}{\pi^2}e^{-t/\tau}\right) \label{eq:late}
\end{equation}
once the faster modes have died out.

\section{Initial stress and surface stress}

\paragraph{Proposition 2.} Let the initial uniform tension be $\sigma_0$ and the tension at the void face $\sigma_v$. When $g$, $|\sigma_0|/B$ and $|\sigma_v|/B$ are small,
\begin{equation}
l\simeq\frac{L(\sigma_0-\sigma_v)}{B}+\frac{GL^2}{2B}, \label{eq:general}
\end{equation}
provided the right side is positive.

\emph{Proof.} The initial atom number is $AC_0Le^{-\sigma_0/B}$. The final stress is $\sigma_v-G(x-l)$. Expanding (\ref{eq:law}) to first order and equating atom numbers gives
\begin{equation}
L\left(1-\frac{\sigma_0}{B}\right)
=(L-l)\left(1-\frac{\sigma_v}{B}\right)+\frac{G(L-l)^2}{2B}.
\end{equation}
Dropping products of small quantities leaves $-L\sigma_0/B=-l-L\sigma_v/B+GL^2/(2B)$. Solving for $l$ gives (\ref{eq:general}). $\Box$

Cooling by $\Delta T$ from a stress-free temperature produces initial tension if the metal contracts more than its surroundings. Let $\Delta\alpha$ be the mismatch of linear expansion. If thermal mismatch and added atoms act as equivalent volume strains, $\sigma_0/B=3\Delta\alpha\Delta T$. The extra void length is then $3\Delta\alpha\Delta T\,L$, independent of $B$.

Surface energy $\gamma$ gives $\sigma_v$. At a concave metal face of radius $r$, one added atom shrinks the void by $\Omega$ and its surface by $2\Omega/r$. This lowers the energy by $2\gamma\Omega/r$. Comparison with $\mu=\mu_0-\Omega\sigma_v$ gives $\sigma_v=2\gamma/r$, which shortens the void. A convex metal face reverses the sign.

\section{A copper interconnect}

The parameters are round, rough values in the regime of a copper damascene line in an accelerated test: $L=50\ \mu$m, width and height $200$ nm, $j=1$ MA/cm$^2$, $T=573$ K, $Z=1$, $\rho=4\ \mu\Omega\,$cm, $\Omega=0.0118$ nm$^3$ and $B=20$ GPa. The field is $\rho j=4\times10^{-4}$ V/$\mu$m, so $F=4\times10^{-4}$ eV/$\mu$m. Division by $\Omega$ gives $G=5.43$ MPa/$\mu$m. Hence
\begin{equation}
g=\frac{5.43\times50\ \text{MPa}}{20000\ \text{MPa}}=0.0136,
\qquad l_1=\frac{0.0136}{2}\times50\ \mu\text{m}=0.34\ \mu\text{m}.
\end{equation}
The full law gives $0.336\ \mu$m, about $1\%$ less.

A numerical integration tested this result by following the atoms in 60 cells while the void face receded, without imposing the steady profile. It gave $0.336\ \mu$m both for a void present from the start and for one formed after full stress build-up. At the stronger drive $g=0.3$ it gave $l/L=0.1255$, as does (\ref{eq:full}); the leading-order value, $0.15$, is $20\%$ too large relative to that result.

Before a void forms, the steady cathode tension is $136$ MPa. For an assumed $\sigma_c=50$ MPa, (\ref{eq:nuc}) requires $jL\ge1840$ A/cm; the example has $5000$ A/cm. With a rough effective $D=10^{-12}$ cm$^2$/s, $\kappa=2.98\times10^{-11}$ cm$^2$/s and $\tau=94$ h. For a void formed only after full stress build-up, (\ref{eq:late}) puts the length within $5\%$ of saturation at a time $\tau\ln[8/(0.05\pi^2)]\simeq260$ h after the void forms. A void that nucleates earlier, when the cathode tension first reaches $\sigma_c$, starts from a different stress profile; $\tau$ is the same but the prefactor $8/\pi^2$ changes. This is the case for the assumed $\sigma_c=50$ MPa: the void nucleates after about $6$ h, the prefactor is close to $1$, and the time becomes about $280$ h. The simulated decay rate was $2.51\,\kappa/L^2$, against $2.47\,\kappa/L^2$ from Proposition 1, a difference of $2\%$. The linear theory omits corrections of order $g$, which have a similar size.

\paragraph{Comparison with real lines.} The values of $Z$, $D$ and $B$ are uncertain and depend on interfaces and dielectric. With all else fixed, $B=10$ and $30$ GPa give $0.68$ and $0.23\ \mu$m. A line in use need not be free of initial stress, as the theorem assumes. If the line is stress-free at $573$ K and used at $373$ K, $\Delta\alpha=14\times10^{-6}$ K$^{-1}$ gives $\sigma_0=168$ MPa and an additional $0.42\ \mu$m of void, more than the current-driven length itself. This is a final length, and slower diffusion at $373$ K delays it greatly: for an assumed activation energy of $0.9$ eV, $\tau$ grows from $94$ h to more than a century, so the line would not reach this length in normal service. Early growth is faster than $\tau$ suggests, however: for $t\ll L^2/\kappa$ the thermal void grows as $2(\sigma_0/B)\sqrt{\kappa t/\pi}$, about $0.09\ \mu$m after ten years, which is not negligible electrically. The thermal tension also exceeds the assumed $\sigma_c$, so in such a line a void could form without any current; (\ref{eq:nuc}) holds only without initial stress.

For capillarity, a hemispherical void end with $r=100$ nm and $\gamma=1.7$ J/m$^2$ has $\sigma_v=34$ MPa; a flatter end, found where the metal does not fully wet the liner, has less. A face tension of $34$ MPa shortens the void by $0.085\ \mu$m, or $25\%$ of $l_1$. With this stress and the thermal tension both included, and $g$ held at its $573$ K value, the simulation gave $l/L=0.0133$; (\ref{eq:general}) gives $0.0135$.

\section{Limits of saturation}

\paragraph{Loss of confinement.} The predicted anode stress is about $-GL=-272$ MPa. Suppose extrusion prevents compression beyond a magnitude $\sigma_e<B\ln(1+g)$, the anode compression in the theorem's steady state. Since $\ln(1+g)<g$, also $\sigma_e<GL$. With the void length neglected, the driving force integrated along the line is
\begin{equation}
\int_0^L\left(F+\Omega\frac{d\sigma}{dx}\right)dx
=FL+\Omega\sigma(L)\ge\Omega(GL-\sigma_e)>0.
\end{equation}
It cannot vanish everywhere, so atoms keep flowing while the void is short. Metal leaves at the anode and the void grows beyond the length given by the theorem. Growth stops only when the remaining metal is short enough for the limited stress to balance the wind, $G(L-l)=\sigma_e$, that is, at $l=L-\sigma_e/G$.

\paragraph{Electrical failure.} Saturation does not ensure survival. A liner $5$ nm thick on the bottom and two sides has cross-section $(3\times200)\times5=3000$ nm$^2$. For liner resistivity $200\ \mu\Omega\,$cm, the part beside a void of length $l_1$ has resistance $226\ \Omega$, whereas the original line had $50\ \Omega$. This resistance applies once the void cuts the whole section; until then the current passes through the remaining copper and the rise is small. A rounded void of radius $100$ nm has a volume equal to $l\approx50$ to $100$ nm, well below $l_1$. If the void does span the section at about that size, a circuit that tolerates a rise of some tens of per cent has failed long before saturation. The liner carries $13$ MA/cm$^2$ and may itself fail.

\paragraph{Heating beside the void.} The current is $0.4$ mA, so the liner releases $P=(0.4\ \text{mA})^2\times226\ \Omega=36\ \mu$W. Let the copper have thermal conductivity $K=300$ W/(m\,K), and let $S$ be the heat loss per length and per kelvin to a heat sink. The copper's own Joule heat is neglected; with the $S$ estimated below it would warm the line by less than $0.1$ K. The temperature rise $\theta$ then obeys $KA\theta''=S\theta$. Its decaying solution is $\theta=\theta_0e^{-x/\lambda}$ with $\lambda=\sqrt{KA/S}$. If all of $P$ enters the copper, $P=KA\theta_0/\lambda$, hence $\theta_0=P/\sqrt{KAS}$.

To estimate $S$, treat the line as a cylinder of radius $a=100$ nm, with its axis $d=500$ nm above an isothermal plane, in a dielectric of conductivity $K_d=1$ W/(m\,K). A line source and its opposite image at heights $\pm\sqrt{d^2-a^2}$ make the cylinder isothermal. The ratio of distances to image and source on its surface is $(d+\sqrt{d^2-a^2})/a$, whose logarithm is $\operatorname{arccosh}(d/a)$. Thus $S=2\pi K_d/\operatorname{arccosh}(d/a)$. The result is $\lambda=2.1\ \mu$m and $\theta_0=6.3$ K. For this value of $S$ the rise is an upper estimate; a dielectric that conducts less heat would allow a larger one. The thin liner conducts heat poorly, so a large share of $P$ can pass directly into the dielectric, and the liner itself becomes hotter than the copper face.

A temperature gradient also moves atoms. With heat of transport $Q$, it adds the force $-(Q/T)\,dT/dx$. Setting the total force to zero and integrating from the stress-free face gives
\begin{equation}
\sigma(x)=-Gx+\frac{Q}{\Omega}\ln\frac{T(x)}{T(0)}.
\end{equation}
For $Q>0$ the hot void face drives atoms into the line, increasing the compression. At this upper estimate of $\theta_0$, a rough $Q=0.1$ eV lengthens the void by about $0.036\ \mu$m, roughly a tenth of $l_1$, with $P$ held at its value for $l_1$; letting $P$ grow with the void raises this to about $0.040\ \mu$m. A negative $Q$ would shorten the void. The remaining values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
line length L: 50 um
line width and height: 200 nm
current density j: 1 MA/cm2
effective charge number Z: 1
line resistivity: 4 uOhm cm
atomic volume: 0.0118 nm3
effective modulus B: 20 GPa
test temperature: 573 K
effective diffusivity: 1e-12 cm2/s
wind force: 0.0004 eV/um
stress gradient magnitude: 5.431 MPa/um
dimensionless drive g: 0.01358
cathode tension before void: 135.8 MPa
assumed nucleation stress: 50 MPa
critical jL for nucleation: 1841 A/cm
example jL: 5000 A/cm
anode stress, leading order: -271.6 MPa
void length, leading order: 0.3394 um
void length, full law: 0.3364 um
void length, simulation: 0.3364 um
void length, late nucleation: 0.3364 um
simulated second-order coefficient: 0.66
strong-drive test g: 0.3
strong-drive l/L, simulation: 0.1255
strong-drive l/L, full law: 0.1255
strong-drive l/L, leading order: 0.15
stress diffusivity kappa: 2.983e-11 cm2/s
slowest relaxation time: 94.35 h
void length if B = 10 GPa: 0.6789 um
void length if B = 30 GPa: 0.2263 um
surface energy: 1.7 J/m2
capillary stress, hemispherical end: 34 MPa
capillary change of void length: -0.085 um
linear expansion mismatch: 14 1e-6/K
use temperature: 373 K
thermal tension at use: 168 MPa
thermal change of void length: 0.42 um
l/L with both stresses, simulation: 0.01332
l/L with both stresses, linear: 0.01349
liner thickness: 5 nm
liner resistivity: 200 uOhm cm
current: 0.4 mA
line resistance before void: 50 Ohm
liner resistance beside void: 226.3 Ohm
liner current density: 13.33 MA/cm2
heat released beside void: 36.21 uW
copper thermal conductivity: 300 W/(m K)
dielectric thermal conductivity: 1 W/(m K)
line depth above heat sink: 500 nm
temperature decay length: 2.092 um
temperature rise at void face: 6.313 K
temperature rise, finite volumes: 6.313 K
heat of transport: 0.1 eV
thermomigration change of length: 0.03564 um
simulated rate times L2/kappa: 2.513
predicted rate times L2/kappa: 2.467
\end{verbatim}
